\section*{A p function from two displaced s Gaussians and its cubic contamination}

\section*{The question}

Suppose that a given basis-set program can handle only s-type Gaussians. A p function along $z$ is to be imitated by the difference of two of them. Hartree atomic units are used, all functions are real, and the two lobes are
\begin{equation}
s_\pm(\mathbf r)=N e^{-a|\mathbf r\mp d\hat{\mathbf z}|^2},\qquad
N=\left(\frac{2a}{\pi}\right)^{3/4},\qquad a>0,\; d>0 .
\end{equation}
Each lobe is normalized. The imitation and the function it should replace are
\begin{equation}
g=C\,(s_+-s_-),\qquad \phi_1=2\sqrt a\,N\,z\,e^{-ar^2},
\end{equation}
where $C>0$ normalizes $g$. Write $t=ad^2$, which is dimensionless. An \emph{amplitude} is the coefficient of a normalized function in an orthonormal expansion of $g$, and a \emph{weight} is its square.

Averages over the normalized density $N^2e^{-2ar^2}$ are written $\langle F\rangle$. Integration by parts in one Cartesian variable gives $\langle z^{n+2}\rangle=\frac{n+1}{4a}\langle z^n\rangle$, so that
\begin{equation}
\langle z^2\rangle=\frac1{4a},\qquad
\langle z^4\rangle=\frac3{16a^2},\qquad
\langle z^6\rangle=\frac{15}{64a^3}.
\label{moments}
\end{equation}
The first of these confirms that $\phi_1$ is normalized, since $4a\langle z^2\rangle=1$.

\section*{Part (a): overlap and normalization}

\textbf{Question.} Derive the Gaussian product theorem for equal exponents. Use it to find the overlap of the lobes and the coefficient $C$.

\textbf{Answer.} Let the centres be $\mathbf A$ and $\mathbf B$, with midpoint $\mathbf P=(\mathbf A+\mathbf B)/2$ and half-separation $\mathbf h=(\mathbf A-\mathbf B)/2$. Then $\mathbf r-\mathbf A=(\mathbf r-\mathbf P)-\mathbf h$ and $\mathbf r-\mathbf B=(\mathbf r-\mathbf P)+\mathbf h$. When the squares are added, the cross terms cancel:
\begin{equation}
|\mathbf r-\mathbf A|^2+|\mathbf r-\mathbf B|^2
=2|\mathbf r-\mathbf P|^2+\tfrac12|\mathbf A-\mathbf B|^2 .
\end{equation}
Multiplying by $-a$ and exponentiating gives
\begin{equation}
e^{-a|\mathbf r-\mathbf A|^2}e^{-a|\mathbf r-\mathbf B|^2}
=e^{-a|\mathbf A-\mathbf B|^2/2}\,e^{-2a|\mathbf r-\mathbf P|^2}.
\label{product}
\end{equation}
The lobes are a distance $2d$ apart and their midpoint is the origin. Hence $s_+s_-=e^{-2t}N^2e^{-2ar^2}$, and since $N^2e^{-2ar^2}$ integrates to one,
\begin{equation}
\langle s_+|s_-\rangle=e^{-2t}.
\end{equation}
The normalization condition is $1=C^2(1+1-2e^{-2t})$, so
\begin{equation}
C=\frac1{\sqrt{2(1-e^{-2t})}} .
\label{C}
\end{equation}
For small $t$, $1-e^{-2t}\approx2t$ and $C\approx1/(2\sqrt t)$. The lobes then nearly cancel, and their small difference must be magnified.

\section*{Part (b): the Taylor series}

\textbf{Question.} Expand $s_+-s_-$ about $z=0$, keeping the common factor $e^{-ar^2}$ intact. Compare the cubic term with the linear one, first at a point and then by norm.

\textbf{Answer.} Since $|\mathbf r\mp d\hat{\mathbf z}|^2=r^2\mp2dz+d^2$,
\begin{equation}
s_\pm=N e^{-t}e^{-ar^2}e^{\pm2adz}.
\label{factor}
\end{equation}
Subtraction leaves the odd part of the last exponential:
\begin{align}
s_+-s_-&=2Ne^{-t}e^{-ar^2}\sinh(2adz)\nonumber\\
&=2Ne^{-t}e^{-ar^2}\left[2adz+\frac{(2adz)^3}{6}+\cdots\right].
\end{align}
The ratio of the cubic to the linear term at a point is therefore
\begin{equation}
\frac{(2adz)^2}{6}=\frac23a^2d^2z^2 .
\label{point}
\end{equation}
This contains $a^2$, but the relevant $z^2$ is itself of order $1/a$. For example, on the $z$ axis $\phi_1\propto ze^{-az^2}$ has its maximum where $1-2az^2=0$, that is, at $z^2=1/(2a)$. There the ratio is $t/3$. Far out in the tail, where $2adz$ is no longer small, the cubic term does not describe the error by itself.

For the norms, the common prefactors cancel and the moments (\ref{moments}) give
\begin{equation}
\frac{\|\text{cubic}\|}{\|\text{linear}\|}
=\frac23a^2d^2\sqrt{\frac{\langle z^6\rangle}{\langle z^2\rangle}}
=\frac23a^2d^2\sqrt{\frac{15}{16a^2}}
=\frac{\sqrt{15}}6\,t .
\label{taylornorm}
\end{equation}

\section*{Part (c): the orthogonal cubic component}

\textbf{Question.} The functions $ze^{-ar^2}$ and $z^3e^{-ar^2}$ are not orthogonal, so part of the Taylor cubic term merely rescales the p function. Remove this ambiguity with Hermite polynomials. Find the amplitude of the cubic component relative to that of $\phi_1$, and the weight of $\phi_1$ in $g$.

\textbf{Answer.} Put $x=\sqrt{2a}\,z$. The density factor $e^{-2az^2}$ is then $e^{-x^2}$, the weight for which the Hermite polynomials are orthogonal, with $\int H_mH_ne^{-x^2}dx=2^nn!\sqrt\pi\,\delta_{mn}$. The functions
\begin{equation}
\phi_n=\frac{N}{\sqrt{2^nn!}}\,H_n(x)\,e^{-ar^2}
\end{equation}
are therefore orthonormal. For $n=1$, $H_1=2x$ gives $\sqrt2\,x=2\sqrt a\,z$, in agreement with the definition of $\phi_1$.

The generating function is $e^{2x\sigma-\sigma^2}=\sum_nH_n(x)\sigma^n/n!$. Choose $\sigma=\sqrt{t/2}=d\sqrt{a/2}$, so that $2x\sigma=2adz$ and $\sigma^2=t/2$. Because $H_n$ has parity $(-1)^n$,
\begin{equation}
e^{\pm2adz}=e^{t/2}\sum_{n=0}^\infty(\pm1)^n\frac{H_n(x)}{n!}
\left(\frac t2\right)^{n/2}.
\end{equation}
Insert this in (\ref{factor}) and replace $NH_ne^{-ar^2}$ by $\sqrt{2^nn!}\,\phi_n$. The powers of two cancel:
\begin{equation}
s_\pm=e^{-t/2}\sum_{n=0}^\infty(\pm1)^n\frac{t^{n/2}}{\sqrt{n!}}\,\phi_n .
\end{equation}
The even terms drop out of the difference and the odd ones double:
\begin{equation}
g=\sum_{n\ \mathrm{odd}}c_n\phi_n,\qquad
c_n=2Ce^{-t/2}\frac{t^{n/2}}{\sqrt{n!}} .
\label{cn}
\end{equation}
It follows that
\begin{equation}
\boxed{\frac{c_3}{c_1}=\frac{t}{\sqrt6}=\frac{ad^2}{\sqrt6}},\qquad
\frac{c_5}{c_1}=\frac{t^2}{\sqrt{120}} .
\label{main}
\end{equation}
The cubic contamination grows relative to the p part as $ad^2$ in amplitude, and as $(ad^2)^2$ in weight. No small-$t$ approximation was made.

The weight of $\phi_1$ follows from (\ref{C}) and (\ref{cn}):
\begin{equation}
c_1^2=4C^2te^{-t}=\frac{2te^{-t}}{1-e^{-2t}}
=\frac{2t}{e^t-e^{-t}}=\frac t{\sinh t}=1-\frac{t^2}6+\cdots .
\label{weight}
\end{equation}
The product theorem confirms $c_1$. By (\ref{product}), $s_+$ times the central Gaussian $Ne^{-ar^2}$ is $e^{-t/2}$ times a normalized density centred at $z=d/2$. The mean of $z$ there is $d/2$, so $\langle\phi_1|s_+\rangle=2\sqrt a\,(d/2)e^{-t/2}=\sqrt t\,e^{-t/2}$. The lobe $s_-$ gives the opposite sign, and $c_1=2C\sqrt t\,e^{-t/2}$ as before.

The smaller coefficient in (\ref{main}), compared with (\ref{taylornorm}), comes from the orthogonalization. Since $H_3=8x^3-12x$, $\phi_3$ is proportional to $h\,e^{-ar^2}$ with
\begin{equation}
h=z^3-\frac{3z}{4a},\qquad
\langle h^2\rangle=\frac{15}{64a^3}-\frac{3}{2a}\frac{3}{16a^2}
+\frac{9}{16a^2}\frac1{4a}=\frac6{64a^3}.
\label{h}
\end{equation}
The squared norm falls from 15 to 6 units, which turns $\sqrt{15}/6$ into $\sqrt6/6=1/\sqrt6$. This compares only the linear Taylor term, of norm $2e^{-t}\sqrt t$, with the orthogonal part of the cubic one, of norm $2e^{-t}t^{3/2}/\sqrt6$. The higher Taylor terms also project on $\phi_1$ and $\phi_3$, but comparison with (\ref{cn}), where $e^{-t/2}$ stands in place of $e^{-t}$, shows that they multiply both amplitudes by the same factor $e^{t/2}$ and leave the ratio unchanged.

As $d\to0$, $g$ tends to $\phi_1$. At large $t$ the ratio (\ref{main}) still holds, but $t/\sinh t\to0$: $g$ has become two separate lobes and no longer imitates a p function.

\section*{Part (d): angular character}

\textbf{Question.} How much of the cubic component is an f function, and what is the rest?

\textbf{Answer.} Add and subtract $\frac35zr^2$ in $h$:
\begin{equation}
h=\underbrace{\left(z^3-\tfrac35zr^2\right)}_{f}
+\underbrace{\left(\tfrac35zr^2-\tfrac{3}{4a}z\right)}_{q}.
\end{equation}
With $\mu=z/r$ and $P_3=\frac12(5\mu^3-3\mu)$, the first bracket is $f=\frac25r^3P_3(\mu)$, a pure f function. The second is $z$ times a function of $r$, so it has p symmetry but a different radial shape. Different angular momenta make $f$ and $q$ orthogonal.

Radial integration by parts gives $\langle r^{n+2}\rangle=\frac{n+3}{4a}\langle r^n\rangle$, hence $\langle r^6\rangle=3\cdot5\cdot7/(64a^3)$. The angular mean of $P_3^2$ is $1/7$, so
\begin{equation}
\langle f^2\rangle=\frac4{25}\cdot\frac17\cdot\frac{105}{64a^3}
=\frac{12}{5}\cdot\frac1{64a^3}=\frac25\langle h^2\rangle .
\end{equation}
The remaining fraction, $3/5$, belongs to $q$. Relative to $\phi_1$, the amplitudes are
\begin{equation}
\text{f part: }\frac t{\sqrt6}\sqrt{\frac25}=\frac t{\sqrt{15}},\qquad
\text{radial p part: }\frac t{\sqrt6}\sqrt{\frac35}=\frac t{\sqrt{10}} .
\end{equation}
Only the first breaks the angular symmetry of a p function.

\section*{Part (e): effect on the kinetic energy}

\textbf{Question.} Find the kinetic energy of $g$. The contaminating weight is of order $t^2$; is the energy error of the same order?

\textbf{Answer.} For a Gaussian of exponent $a$, with $u$ the distance from its centre, $\nabla^2e^{-au^2}=(4a^2u^2-6a)e^{-au^2}$. The operator $T=-\frac12\nabla^2$ thus multiplies a lobe by $3a-2a^2u^2$.

Within one lobe, $\langle u^2\rangle=3/(4a)$ and the matrix element is $3a-\frac32a=\frac32a$. Between different lobes, the product density is centred at the origin, a distance $d$ from either centre, so the mean of $u^2$ is $3/(4a)+d^2$:
\begin{equation}
\langle s_+|T|s_-\rangle=e^{-2t}\left(\tfrac32a-2at\right).
\end{equation}
Combining the two diagonal and two cross terms,
\begin{align}
\langle g|T|g\rangle
&=C^2\left[3a-2e^{-2t}\left(\tfrac32a-2at\right)\right]\nonumber\\
&=\frac{\frac32a(1-e^{-2t})+2at\,e^{-2t}}{1-e^{-2t}}
=\frac32a+\frac{2at}{e^{2t}-1}.
\end{align}
With $y/(e^y-1)=1-y/2+y^2/12+\cdots$ and $y=2t$,
\begin{equation}
\langle g|T|g\rangle=\frac52a-at+\frac13at^2+\cdots .
\label{kin}
\end{equation}
The first term is the value for $\phi_1$. The error is of first order in $t$, not second.

The cause is a coupling between $\phi_1$ and $\phi_3$. The $x$ and $y$ derivatives do not couple them, because the $z$ factors remain orthogonal. The $z$ derivative gives
\begin{equation}
-\frac12\frac{d^2}{dz^2}\left(ze^{-az^2}\right)=(3az-2a^2z^3)e^{-az^2}.
\end{equation}
Since $h$ is orthogonal to $z$, $\langle hz^3\rangle=\langle h^2\rangle$, and
\begin{equation}
\langle\phi_3|T|\phi_1\rangle
=-2a^2\sqrt{\frac{\langle h^2\rangle}{\langle z^2\rangle}}
=-2a^2\sqrt{\frac{6}{16a^2}}=-\frac{\sqrt6}2a .
\end{equation}
The cross term appears twice and contributes $2(t/\sqrt6)(-\sqrt6a/2)=-at$ at leading order, the linear term in (\ref{kin}). Such a term would be absent for a Hamiltonian of which $\phi_1$ is an eigenfunction, because its matrix element with $\phi_3$ would vanish. More can be said. $T$ is rotationally invariant, so the f part of $\phi_3$ does not couple to $\phi_1$, and the whole linear term comes from $q$. Since $\phi_1\propto a^{5/4}ze^{-ar^2}$, its derivative $\partial\phi_1/\partial a$ has the polynomial factor $\frac5{4a}z-zr^2=-\frac53q$. The radial p part is therefore a change of exponent: to first order $g$ is the p Gaussian of exponent $a(1-\frac25t)$, whose kinetic energy $\frac52a-at$ reproduces the first two terms of (\ref{kin}). For a spherically symmetric Hamiltonian the linear term in the total energy is proportional to $dE/da$, so it also vanishes when $a$ has been variationally optimized.

\section*{Part (f): numbers and the choice of displacement}

\textbf{Question.} Take $a=0.80\ \mathrm{bohr}^{-2}$ and $d=0.25$ bohr. Evaluate the contamination and the kinetic-energy error. Then choose $d$ to make the cubic amplitude one per cent of the p amplitude, and say what limits a further reduction.

\textbf{Answer.} Here $t=0.80\times0.25^2=0.050$. The lobe overlap is $e^{-0.10}=0.9048$ and $C=2.292$. The contamination is
\begin{equation}
\frac{c_3}{c_1}=\frac{0.050}{\sqrt6}=0.0204,\qquad
\left(\frac{c_3}{c_1}\right)^2=4.17\times10^{-4}.
\end{equation}
The f and radial p amplitudes are $0.0129$ and $0.0158$ relative to $\phi_1$, and the quintic one is $2.3\times10^{-4}$. The weight of $\phi_1$ is $0.99958$. Even so, the kinetic energy is $1.9607$ hartree instead of $2.0000$ hartree, an error of $-0.0393$ hartree, or about $2\%$ of the true-p value. The linear estimate is $-at=-0.0400$ hartree. This error is measured against the p Gaussian of the same exponent. The p Gaussian of exponent $a(1-\frac25t)=0.784\ \mathrm{bohr}^{-2}$ has kinetic energy $1.960$ hartree, so nearly all of the difference is a shift of the effective exponent.

The separate dependences on $a$ and $d$ are seen by changing one at a time:
\begin{center}
\begin{tabular}{cccc}
$a$ (bohr$^{-2}$) & $d$ (bohr) & $t$ & $c_3/c_1$\\
0.80 & 0.25 & 0.05 & 0.0204\\
0.80 & 0.50 & 0.20 & 0.0816\\
3.20 & 0.25 & 0.20 & 0.0816
\end{tabular}
\end{center}
Doubling $d$ and quadrupling $a$ each multiply the ratio by four. These values were obtained by quadrature over the actual lobes and agree with (\ref{main}) in the numerical check.

For a prescribed ratio $\eta$, (\ref{main}) gives
\begin{equation}
d=\sqrt{\frac{\sqrt6\,\eta}{a}} .
\end{equation}
With $\eta=0.01$ this is $\sqrt{0.024495/0.80}=0.175$ bohr. In a basis with several exponents, $d$ must vary as $a^{-1/2}$ if all the functions are to have the same relative contamination; a common $d$ treats the tightest function worst.

The limit on reducing $d$ is cancellation. The squared norm of $s_+-s_-$ is $2(1-e^{-2t})$. An absolute error $\varepsilon$ in the computed overlap changes it by $2\varepsilon$ in magnitude, a relative error of $\varepsilon/(1-e^{-2t})\approx\varepsilon/(2t)$. Reducing $t$ therefore lowers the contamination in proportion to $t$, but raises the sensitivity of the norm to rounding in proportion to $1/t$. One-electron integrals between two such functions carry the factor $C^2\approx1/(4t)$ and behave in the same way. A two-electron integral over four of them carries $C^4\approx1/(16t^2)$, so errors in its lobe integrals are magnified as $1/t^2$. A rounding error of order $\varepsilon/t^2$ matches an imitation error of order $t$ when $t\sim\varepsilon^{1/3}$. For lobe integrals accurate to $\varepsilon\sim10^{-16}$ this is $t\sim10^{-5}$, far below the values used above; less accurate integrals raise the limit.

\section*{Numbers as computed}
\begin{verbatim}
MAIN EXAMPLE
exponent a = 0.80 bohr^-2
displacement d = 0.25 bohr
t = a d^2 = 0.0500 (dimensionless)
lobe overlap = 0.904837 (dimensionless)
lobe coefficient = 2.292197 (dimensionless)
p weight = 0.99958345 (dimensionless)
non-p-Gaussian weight = 4.1655e-04 (dimensionless)
axis maximum of p = 0.790569 bohr
cubic/linear at maximum = 0.016667 (dimensionless)
full excess at maximum = 0.016750 (dimensionless)
Taylor norm ratio = 0.032275 (dimensionless)
orthogonal cubic/p = 0.020412 (dimensionless)
squared cubic/p = 4.1667e-04 (dimensionless)
quintic/p = 2.2822e-04 (dimensionless)
f/p amplitude = 0.012910 (dimensionless)
radial-p/p amplitude = 0.015811 (dimensionless)
total f weight = 1.6662e-04 (dimensionless)
true-p kinetic energy = 2.000000 hartree
lobe kinetic energy = 1.960667 hartree
kinetic error = -0.039333 hartree
first-order error -a t = -0.040000 hartree
p-cubic kinetic coupling = -0.979796 hartree
SCALING: a (bohr^-2), d (bohr), other columns dimensionless
a     d     t       cubic/p   p weight    lobe coeff.
0.80  0.05  0.0020  0.000816  0.99999933  11.19152
0.80  0.25  0.0500  0.020412  0.99958345  2.29220
0.80  0.50  0.2000  0.081650  0.99336431  1.23151
3.20  0.25  0.2000  0.081650  0.99336431  1.23151
cubic/p factor on doubling d = 4.000000 (dimensionless)
cubic/p factor on 4 times a = 4.000000 (dimensionless)
DESIGN at the main exponent
target cubic/p = 0.0100 (dimensionless)
required d = 0.174982 bohr
resulting t = 0.024495 (dimensionless)
measured cubic/p = 0.010000 (dimensionless)
lobe coefficient = 3.233922 (dimensionless)
\end{verbatim}
